\section*{Phonon entropy flux and heat flux near local equilibrium}

A hot region inside an insulating crystal loses energy through lattice vibrations, and the phonons that carry the energy also carry entropy. In macroscopic thermodynamics an entropy flux equal to the heat flux divided by the temperature accompanies conduction. For phonons this is not obvious. A crystal has several branches with different and direction-dependent speeds, and the entropy of a mode is a nonlinear function of its occupation. One may therefore ask whether the macroscopic rule survives for an arbitrary dispersion, and how large its error is when the temperature changes appreciably over a phonon mean free path.

Let a mode be labelled by its wavevector $\mathbf q$ and branch $j$, with angular frequency $\omega$, group velocity $\mathbf v=\nabla_{\mathbf q}\omega$ and mean occupation $n$. Sums run over all modes of a crystal of volume $V$. I assume a stable lattice, with non-negative frequencies, whose phonons live long enough to be treated as particles and are uncorrelated between modes. The heat and entropy fluxes are then
\begin{equation}
\mathbf J=\frac1V\sum\mathbf v\,\hbar\omega\,n,\qquad
\mathbf J_s=\frac1V\sum\mathbf v\,s(n),
\end{equation}
with the Bose entropy per mode
\begin{equation}
s(n)=k_B\left[(1+n)\ln(1+n)-n\ln n\right].
\end{equation}

Write $n=n_0+\delta n$, where $n_0=1/(e^x-1)$ and $x=\hbar\omega/k_BT$ describe local equilibrium without drift at temperature $T$. Differentiating the entropy, the constants $+1$ and $-1$ from the two logarithms cancel, and
\begin{align}
s'(n)&=k_B\ln\frac{1+n}{n},\\
s''(n)&=k_B\left(\frac1{1+n}-\frac1n\right)=-\frac{k_B}{n(1+n)},\\
s'''(n)&=\frac{k_B(1+2n)}{n^2(1+n)^2}.
\end{align}
Since $1+n_0=e^xn_0$, the first derivative at equilibrium is $s'(n_0)=k_Bx=\hbar\omega/T$. Adding a small number of phonons to a mode thus raises its entropy by the added energy divided by $T$. The expansion is
\begin{equation}
s(n)=s(n_0)+\frac{\hbar\omega}{T}\delta n
-\frac{k_B\,\delta n^2}{2n_0(1+n_0)}+O(\delta n^3).
\end{equation}

The ratio of the quadratic to the linear term is $-\delta n/[2xn_0(1+n_0)]$. Because $x(1+n_0)=x/(1-e^{-x})\ge1$, its magnitude is at most $|\delta n|/2n_0$, so $|\delta n|\ll n_0$ is a sufficient condition mode by mode. Take a mode of energy 30 meV at 300 K, for which $x=1.1605$ and $n_0=0.4563$. A ten per cent excess is $\delta n=0.04563$. The linear term, calculated with unrounded factors, is $x\,\delta n=0.05296$ in units of $k_B$, and the quadratic term is $-0.00157$. Their sum, $0.05139$, is close to the exact change $0.05145$; the linear term alone is about three per cent too large.

Before the linear term can be identified with the whole effect, the equilibrium contribution to each flux must be shown to vanish. Both $s(n_0)$ and $\hbar\omega n_0$ depend on the mode through $\omega$ alone. Call either of them $f(\omega)$ and define $F(\omega)=\int_0^\omega f(\omega')\,d\omega'$. The chain rule gives
\begin{equation}
\mathbf v f(\omega)=F'(\omega)\nabla_{\mathbf q}\omega=\nabla_{\mathbf q}F(\omega),
\end{equation}
and replacing the sum by an integral over the Brillouin zone gives
\begin{equation}
\frac1V\sum\mathbf v f(\omega)=\sum_j\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}\,\nabla_{\mathbf q}F(\omega_j)=0 .
\end{equation}
The integral becomes a surface integral of $F$, and opposite faces of the zone cancel because $\omega_j$ is periodic. Where branches cross, label them in order of frequency: each branch is then continuous with piecewise smooth gradient, and the surface terms on the two sides of a crossing cancel. At the acoustic point $s(n_0)$ diverges, but only as $\ln(1/\omega)$, which is integrable. Hence $F$ is finite, and a small sphere of radius $\epsilon$ cut out around $\mathbf q=0$ contributes a surface term that vanishes at least as fast as $\epsilon^2$.

In ordinary crystals time reversal gives $\omega(-\mathbf q)=\omega(\mathbf q)$, and the equilibrium flux also cancels between opposite wavevectors. The periodicity argument does not need this symmetry. It was tested on a gapped two-dimensional band in units $\hbar=k_BT=1$,
\begin{equation}
\begin{split}
\omega={}&3+\sin q_1+0.4\cos(2q_1+0.5)\\
&+0.5\cos(q_1-q_2)+0.3\sin2q_2,
\end{split}
\end{equation}
which has no inversion symmetry. The mean of $v_1s(n_0)$, relative to the mean of $|v_1|s(n_0)$, is zero to rounding error. If $s(n_0)$ is multiplied by $1+0.3\cos q_1$, so that it no longer depends on $\omega$ alone, the same ratio becomes $0.18$. Without the symmetry between opposite wavevectors, the cancellation is guaranteed when the summed quantity depends on the mode through its frequency alone, and it can fail otherwise.

With the equilibrium terms gone, $\mathbf J=V^{-1}\sum\mathbf v\hbar\omega\,\delta n$, and the entropy flux is
\begin{equation}
\begin{split}
\mathbf J_s&=\frac1V\sum\mathbf v\frac{\hbar\omega}{T}\delta n
-\frac{k_B}{2V}\sum\frac{\mathbf v\,\delta n^2}{n_0(1+n_0)}+O(\delta n^3)\\
&=\frac{\mathbf J}{T}+O(\delta n^2).
\end{split}
\end{equation}
This is the required result. The factor $1/T$ leaves the sum because it is common to all modes; no property of $\omega(\mathbf q)$ beyond periodicity and stability has entered, and no scattering model either. Nor is a special definition of temperature needed at this order. If $T$ is replaced by $T+\theta$, with $\theta$ of first order, then $\mathbf J/T$ changes by $-\mathbf J\theta/T^2$, which is of second order because $\mathbf J$ is itself of first order.

A drifting phonon gas gives a case quite different from diffusion. When collisions that conserve crystal momentum dominate at low temperature, the occupation is a Bose function of $\hbar(\omega-\mathbf q\cdot\mathbf u)$, with drift velocity $\mathbf u$. For small $u$ along $x$, using $\partial n_0/\partial q_x=-(\hbar v_x/k_BT)n_0(1+n_0)$,
\begin{align}
\delta n&=\frac{\hbar q_xu}{k_BT}\,n_0(1+n_0),\\
J_x&=-\frac uV\sum\hbar\omega\,q_x\frac{\partial n_0}{\partial q_x}
=-\frac{uT}{V}\sum q_x\frac{\partial s(n_0)}{\partial q_x}=uTS .
\end{align}
The second equality in the last line uses $ds(n_0)=(\hbar\omega/T)\,dn_0$. The third is an integration by parts whose surface term is negligible when modes near the zone boundary are empty; $S=V^{-1}\sum s(n_0)$ is the entropy density. The theorem then gives $J_{s,x}=Su$: the equilibrium entropy is carried along at the drift velocity, even when the group velocities are anisotropic.

The quadratic correction depends on the symmetry of $\delta n$. When $\omega$ is even in $\mathbf q$, $\mathbf v$ is odd. A purely odd $\delta n$ has an even square, so the quadratic flux cancels between $\mathbf q$ and $-\mathbf q$. With both even and odd parts it generally survives. For the lattice used below, the trial deviation $\delta n=\eta n_0(1+v_x/v_{\max})$, with $v_{\max}$ the largest $|v_x|$, gives $J_sT/J-1=-1.27\times10^{-2}$ at $\eta=0.02$ and $-1.29\times10^{-3}$ at $\eta=0.002$. Since $J$ is proportional to $\eta$, the absolute mismatch $J_s-J/T$ scales nearly as $\eta^2$, as it should.

Conduction in a steady temperature gradient $g=dT/dx$ can be followed to the next order in the relaxation-time model,
\begin{equation}
v_x\frac{\partial n}{\partial x}=-\frac{n-n_0}{\tau}.
\end{equation}
The frequencies are taken as independent of position, and the lifetime $\tau$ is even in $\mathbf q$. Writing this as $n=n_0-\tau v_x\partial_xn$ and inserting $n_0$ on the right gives the first-order part $o$; inserting $o$ gives the second-order part $e$:
\begin{align}
o&=-\tau v_xg\,\partial_Tn_0,\\
e&=-\tau v_x\partial_xo
=\tau v_x^2\left[g^2\partial_T(\tau\partial_Tn_0)+T''\tau\,\partial_Tn_0\right].
\end{align}
Here $T''=d^2T/dx^2$. The first part is odd in $\mathbf q$ and the second even. The leading heat flux is $J=-\kappa g$, with
\begin{equation}
\kappa=\frac1V\sum\hbar\omega\,v_x^2\,\tau\,\partial_Tn_0 .
\end{equation}
Collisions must conserve energy, $\sum\hbar\omega(n-n_0)/\tau=0$, and this condition fixes the temperature $T$ in $n_0$. It holds for $o$ by symmetry. For $e$ it requires $g^2\,d\kappa/dT+T''\kappa=0$, so
\begin{equation}
T''=-\frac{g^2}{\kappa}\frac{d\kappa}{dT}.
\end{equation}
This is the statement that $\kappa g$ does not vary with $x$.

Now collect the terms of $J_s-J/T$ in powers of $g$. The second-order term $\tfrac12s''o^2$ cancels after multiplication by $v_x$, because it is even. At third order, the square $(o+e)^2$ supplies the cross term $2oe$ and the cube supplies $o^3$:
\begin{equation}
J_s-\frac JT=\frac1V\sum v_x\left[s''(n_0)\,oe+\frac{s'''(n_0)}6\,o^3\right]+O(g^5).
\end{equation}
A third-order part of the occupation enters linearly and adds equally to $J_s$ and $J/T$, so it does not change this difference at the order shown. Fourth-order terms again cancel by parity. Division by $J\propto g$ shows that the relative mismatch is proportional to $g^2$ in this model. The cubic term has the same sign as $J$, since $v_xo=-\tau v_x^2g\,\partial_Tn_0$ has the sign of $-g$ and $s'''>0$. The cross term can have either sign: in the lattice model used below, with 100 nm grains, it is negative at 300 K and positive at 100 K.

For a numerical case, take a rough model of silicon with grains of size $L=100$ nm, at 300 K and $g=-0.10$ K/nm. The diamond lattice has lattice constant 0.54 nm and atoms of mass $m=28$ u. The force-constant matrix of each nearest-neighbour bond has diagonal elements $\alpha=55$ N/m and off-diagonal elements of magnitude $\beta=40$ N/m, with signs fixed by the bond direction. This gives six anisotropic branches. The scattering rate is
\begin{equation}
\frac1\tau=B\omega^2T+\frac{|\mathbf v|}L,\qquad B=4.0\times10^{-19}\ \mathrm{s/K}.
\end{equation}
The first term imitates phonon--phonon scattering and the second limits the mean free path to less than the grain size. Both terms relax the occupation towards $n_0(T)$, so grain scattering is treated here as thermalising.

The resulting conductivity is $\kappa=23.0$ W/(m K), and the heat-weighted mean free path is 34 nm. Hence
\begin{align}
J&=\kappa|g|=22.99\times10^8\ \mathrm{W/m^2}=229.9\ \mathrm{kW/cm^2},\\
\frac JT&=\frac{229.9}{300}=0.7663\ \mathrm{kW/(cm^2\,K)}.
\end{align}
Direct summation of the Bose entropy over the modes, with $n=n_0+o+e$, gives the same $J_s$ to four digits. The relative difference is $2.17\times10^{-5}$. The third-order formula gives the same value from two parts, $4.05\times10^{-5}$ from the cubic term and $-1.88\times10^{-5}$ from the cross term. The negative sign means that $e$, averaged with the positive weight $-s''v_xo/J$, is positive. At $0.025$ K/nm the direct mismatch is $1.36\times10^{-6}$, smaller by the factor 16 expected when the gradient is reduced four times with the other parameters held fixed. Going from 24 to 16 mesh points per reciprocal direction changes $\kappa$ by $-0.12\%$ and the mismatch by $3\times10^{-9}$. A mesh of 42 points with a different offset gives $\kappa=23.01$ W/(m K), so the fourth digit of $\kappa$, $J$, $J/T$ and of the entropy production below is uncertain by about $0.1\%$. The total mismatch stays at $2.17\times10^{-5}$, while its two parts can move by about $3\times10^{-7}$ in opposite directions when the mesh is changed.

These errors are small because the occupations are only slightly disturbed. The temperature changes by $34\times0.10=3.4$ K over the heat-weighted mean free path, about one per cent of $T$. The largest $|o|/n_0$ on the mesh is 0.033 and the largest $|e|/n_0$ is 0.0005 (0.034 and 0.0006 on finer meshes). With the linear flux error removed by parity, what remains is of second order relative to $J$.

At this level the definition of temperature does matter. One may choose a temperature that reproduces the energy density instead of the one that conserves energy in collisions. To leading order it is higher here by 0.00018 K, or $6\times10^{-7}$ of $T$, and the mismatch becomes $2.23\times10^{-5}$. The linear theorem is unaffected, but a quoted correction needs its temperature specified.

The entropy balance provides a consistency check on $J/T$. Multiplying the steady transport equation by $s'(n)$ and summing gives $dJ_s/dx=\sigma$, where $\sigma$ is the entropy production by collisions,
\begin{equation}
\begin{split}
\sigma&=\frac1V\sum s'(n)\left(-\frac{\delta n}{\tau}\right)\\
&=-\frac1{VT}\sum\frac{\hbar\omega\,\delta n}{\tau}
+\frac{k_B}{V}\sum\frac{\delta n^2}{n_0(1+n_0)\tau}+\cdots .
\end{split}
\end{equation}
The first sum vanishes by energy conservation. In the second, insert $\delta n=o$ and $\partial_Tn_0=(\hbar\omega/k_BT^2)n_0(1+n_0)$:
\begin{equation}
\sigma=\frac{g^2}{T^2}\,\frac1V\sum\hbar\omega\,v_x^2\tau\,\partial_Tn_0
=\frac{\kappa g^2}{T^2}=J\frac{d}{dx}\frac1T .
\end{equation}
This equals $d(J/T)/dx$ for constant $J$. A first-order flux thus accounts for a second-order production, because its divergence brings in another gradient. In the example, $\kappa g^2/T^2=2.554\times10^6$ W/(cm$^3$ K), while the collision sum with the full logarithm and $\delta n=o$ gives $2.555\times10^6$ in the same unit.

The theorem fails when the deviation is not small. Consider isotropic phonons with $\omega=cq$, cold enough that the zone boundary is irrelevant, emitted by a reservoir at $T$ into directions whose modes are filled by nothing else. The incoming half of the modes is empty, so there $\delta n=-n_0$. The angular factors are common to both fluxes, and with $x$ as integration variable
\begin{equation}
\frac{J_sT}{J}=\frac{\int_0^\infty x^2\,[s(n_0)/k_B]\,dx}{\int_0^\infty x^3n_0\,dx}.
\end{equation}
Integrate the numerator by parts. The boundary terms vanish, and $ds(n_0)/dx=k_Bx\,dn_0/dx$, so
\begin{equation}
\int_0^\infty x^2\frac{s(n_0)}{k_B}dx=-\frac13\int_0^\infty x^4\frac{dn_0}{dx}dx
=\frac43\int_0^\infty x^3n_0\,dx .
\end{equation}
The entropy flux is therefore $4J/3T$, one third more than the linear rule gives with the emitter temperature.

Adding a second reservoir connects this limit to the linear one. Let phonons cross without scattering between reservoirs at $T_h=T+\Delta/2$ and $T_c=T-\Delta/2$. Then $J=A(T_h^4-T_c^4)$ and $J_s=\tfrac43A(T_h^3-T_c^3)$ with a common constant $A$, and
\begin{equation}
\frac{J_sT}{J}=\frac{4T}{3}\,\frac{3T^2\Delta+\Delta^3/4}{4T^3\Delta+T\Delta^3}
=\frac{1+\Delta^2/12T^2}{1+\Delta^2/4T^2}\simeq1-\frac{\Delta^2}{6T^2}.
\end{equation}
For $\Delta/T=0.2$ the ratio is 0.9934. The linear rule thus holds without any scattering, provided that the two reservoirs are close in temperature. For this linear dispersion the sign of the correction depends on the choice of the mean temperature. A temperature defined by the energy density obeys $T_e^4=(T_h^4+T_c^4)/2$, so $T_e\simeq T(1+3\Delta^2/8T^2)$, and then $J_sT_e/J\simeq1+5\Delta^2/24T^2$.

For real nanograined silicon the model gives an order of magnitude, not a prediction. Its highest frequency, 15.5 THz, is close to that of silicon, and its conductivity of some tens of W/(m K) is plausible for such grains, but its sound speeds, longitudinal and transverse, are too low by 21 to 27 per cent along the main crystal directions. Without the grain term its conductivity would be only about 50 W/(m K), a third of the value for bulk silicon. A phonon--phonon rate three times weaker would match the bulk value. With the grain term restored it would give about 44 W/(m K) and a mean free path of 50 nm, so 34 nm is probably too short for real grains of this size. The heat flux is far above the average over a chip and would suit only a small hot spot. Real grain boundaries break the assumption of a smooth gradient, since part of the temperature drop is concentrated there. If the whole 10 K per grain fell at one fully transmitting boundary, the two-reservoir formula would give a mismatch of about $-2\times10^{-4}$, but silicon at 300 K is not in the linear-dispersion regime. The same two-reservoir calculation with the lattice modes used here gives about $+6\times10^{-5}$. The sign changes because the heat capacity of the modes, weighted with $|v_x|$, rises more slowly than $T$ at this temperature, whereas for linear dispersion it rises as $T^3$. In the lattice model, however, a fully transmitting boundary with a 10 K drop would carry about four times the heat flux of the example. At the flux of the example the drop would be only about 2.5 K, and the mismatch about $+4\times10^{-6}$. The scattering law matters too. Real boundary scattering is largely elastic. If the grain term only randomises the direction at fixed frequency, $o$ and $\kappa$ are unchanged, but the average of $e$ over each frequency shell is relaxed only by the phonon--phonon term. The cross term then grows to roughly $-9\times10^{-5}$ and the mismatch changes sign, to roughly $-5\times10^{-5}$, a value that still drifts with the mesh. The order of magnitude survives this change, but the sign does not. At fixed $J$, replacing the mode-dependent lifetimes by a single one lowers the mismatch computed with an odd deviation alone from $4.1\times10^{-5}$ to $1.4\times10^{-5}$. Finally, the heat-weighted value of $1/\omega\tau$, which measures the lifetime broadening neglected in the particle picture, is 0.0055. This is much larger than the nonlinear mismatch, so the value $2\times10^{-5}$ is a property of the kinetic model, and corrections to the particle picture may exceed it in the material. The numerical output lists the parameters and results of the 100 nm example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
grain size: 100 nm
temperature gradient dT/dx: -0.10 K/nm
lattice constant: 0.54 nm
atomic mass: 28 u
force constants alpha, beta: 55, 40 N/m
scattering coefficient B: 4.0e-19 s/K
single mode energy: 30 meV
single mode energy/(kB T): 1.1605
single mode n0: 0.4563
single mode deviation: 0.04563
single mode exact entropy change: 0.051454 kB
single mode linear term: 0.052955 kB
single mode quadratic term: -0.001567 kB
non-reciprocal equilibrium flux, relative: -3.7e-17
control with extra q-dependent weight, relative: 0.1786
lattice equilibrium flux, unpaired mesh, relative: 4.2e-06
highest mesh frequency: 15.48 THz
highest mesh group speed: 7.32 km/s
heat-weighted mean free path: 33.9 nm
model thermal conductivity: 22.99 W/(m K)
conductivity shift, mesh 16 against 24: -0.119 %
largest |odd deviation|/n0: 0.0333
largest |even deviation|/n0: 0.00052
heat flux J: 229.8908 kW/cm2
J/T: 0.7663027 kW/(cm2 K)
entropy flux J_s: 0.7663193 kW/(cm2 K)
J_s T/J - 1 at 0.025 K/nm: direct 1.3569e-06, formula 1.3569e-06
J_s T/J - 1 at 0.050 K/nm: direct 5.4276e-06, formula 5.4275e-06
J_s T/J - 1 at 0.100 K/nm: direct 2.1711e-05, formula 2.1710e-05
cubic part of mismatch at full gradient: 4.0508e-05
odd-even part of mismatch at full gradient: -1.8798e-05
mismatch shift, mesh 16 minus 24: 3.0e-09
general deviation, size 0.020: J_s T/J - 1 = -1.2671e-02
general deviation, size 0.002: J_s T/J - 1 = -1.2850e-03
entropy production, collisions: 2.55467e+06 W/(cm3 K)
entropy production, J.grad(1/T): 2.55434e+06 W/(cm3 K)
energy temperature minus collision temperature: 0.00018 K
J_s T/J - 1 using energy temperature: 2.2297e-05
heat-weighted broadening 1/(omega tau): 0.0055
odd-only mismatch, mode-dependent lifetimes: 4.0517e-05
odd-only mismatch, one lifetime and same J: 1.3728e-05
one-sided emission, J_s T/J: 1.333333
two reservoirs, Delta/T: 0.2
two reservoirs, J_s T/J: 0.993399
\end{verbatim}
